**Sign structure of Hubbard auxiliary-field weights on four sites**

For each Ising field s the weight is W = D↑D↓, where D_σ is the Fock-space trace of one spin species, T the hopping matrix, ε_i the site energies and h_i the Zeeman field. If T joins only opposite sublattices and ε = 0, then W ≥ 0 for any real bonds and any Zeeman field along the decoupling axis; site energies on a ring remove this guarantee. The program enumerates all 65536 fields of four slices for ten cases. It asserts the relation between D↓ and D↑ at reversed site energies, the agreement of sampled determinants with Fock traces, and the agreement of the field sum with a 256-state many-body trace. It also asserts that negative weights are absent for bond disorder and Zeeman fields, and present for the staggered and random energies and for a bond within a sublattice. The output shows 1408 negative weights for staggered and 1728 for random site energies, and none on an open chain. A three-slice field with W < 0 is worked out explicitly, while two slices give no negative weight in the staggered case. The time step is coarse, so the counts and average signs are not continuous-time values.

## Numerical verification

```python
"""
Sign structure of auxiliary-field weights for the Hubbard model on four sites.

H = -sum T_ij c+_i c_j + sum eps_i n_i - sum h_i (n_i,up - n_i,dn)
    + U sum (n_i,up - 1/2)(n_i,dn - 1/2)

Each of L time slices of length dt carries Ising fields s_i = +-1 that couple
as lam*s_i*(n_i,up - n_i,dn), cosh(lam) = exp(dt*U/2). The weight of a field is
W = D_up * D_dn, D_spin being the trace over the Fock space of one spin species.

Result under test: for bipartite T and eps = 0 every W is nonnegative, for any
real bonds and any Zeeman field h_i; site energies on a ring allow W < 0.
General relation, P = sublattice signs, beta = L*dt:
D_dn(T,eps,h) = exp(-beta*sum(eps+h) - lam*sum(s)) * D_up(-P T P, -eps, h).
Energies are in units of the hopping t.
"""
from itertools import product
import numpy as np
from scipy.linalg import expm

U, dt, L = 8.0, 0.5, 4
beta = L * dt
lam = np.arccosh(np.exp(dt * U / 2))
occ = np.array(list(product([0, 1], repeat=4)), dtype=float)
fields = 2 * occ - 1                      # the 16 field patterns of one slice
P = np.diag([1.0, -1.0, 1.0, -1.0])
zero = np.zeros(4)

# Annihilation operators of one spin species (Jordan-Wigner)
low, par, one2 = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
ann = []
for i in range(4):
    op = np.eye(1)
    for j in range(4):
        op = np.kron(op, par if j < i else (low if j == i else one2))
    ann.append(op)


def ring(bonds, diagonal=0.0):
    T = np.zeros((4, 4))
    for i, t in enumerate(bonds):
        j = (i + 1) % 4
        T[i, j] = T[j, i] = t
    T[0, 2] = T[2, 0] = diagonal
    return T


def one_body(T, eps, h, spin):
    return -T + np.diag(eps - spin * h)


def kinetic_fock(T, eps, h, spin):
    K = one_body(T, eps, h, spin)
    op = sum(K[i, j] * ann[i].T @ ann[j] for i in range(4) for j in range(4))
    return expm(-dt * op)


def fock_traces(T, eps, h, spin, slices=L):
    """D_spin for every field configuration, leftmost slice varying slowest."""
    kin = kinetic_fock(T, eps, h, spin)
    single = kin[None] * np.exp(spin * lam * fields @ occ.T)[:, None, :]
    pair = np.matmul(single[:, None], single[None]).reshape(256, 16, 16)
    if slices == 2:
        return np.trace(pair, axis1=1, axis2=2)
    right = single if slices == 3 else pair
    flat = right.transpose(0, 2, 1).reshape(len(right), 256)
    return (pair.reshape(256, 256) @ flat.T).ravel()


def determinant(T, eps, h, spin, patterns):
    """det(1 + A) from 4x4 matrices, patterns listed leftmost slice first."""
    E = expm(-dt * one_body(T, eps, h, spin))
    A = np.eye(4)
    for s in patterns:
        A = A @ E @ np.diag(np.exp(spin * lam * s))
    return np.linalg.det(np.eye(4) + A)


def many_body(T, eps, h):
    """Partition function and mean particle number, interaction kept as is."""
    kin = np.kron(kinetic_fock(T, eps, h, 1), kinetic_fock(T, eps, h, -1))
    inter = U * ((occ - 0.5) @ (occ - 0.5).T).ravel()
    M = np.linalg.matrix_power(kin * np.exp(-dt * inter)[None, :], L)
    number = np.add.outer(occ.sum(1), occ.sum(1)).ravel()
    Z = np.trace(M)
    return Z, number @ np.diag(M) / Z


field_sum = fields.sum(1)
for _ in range(L - 1):
    field_sum = np.add.outer(field_sum, fields.sum(1)).ravel()

uniform = ring([1, 1, 1, 1])
bonds = [1.3, 0.6, 0.9, -0.7]
disordered = ring(bonds)
hz = np.full(4, 0.8)
h_random = np.array([0.9, -0.4, 0.2, 0.7])
stag = np.array([1.0, -1.0, 1.0, -1.0])
rand_eps = np.array([1.5, -0.6, 0.4, -1.3])

# name, T, eps, h, negative weights expected (None: only reported), half filled
cases = [
    ("uniform ring", uniform, zero, zero, False, True),
    ("disordered bonds", disordered, zero, zero, False, True),
    ("uniform Zeeman", uniform, zero, hz, False, True),
    ("bonds + Zeeman", disordered, zero, hz, False, True),
    ("bonds + random Zeeman", disordered, zero, h_random, False, True),
    ("staggered energies", uniform, stag, zero, True, True),
    ("random energies", uniform, rand_eps, zero, True, False),
    ("uniform energy +1", uniform, np.ones(4), zero, None, False),
    ("diagonal bond 0.5", ring([1, 1, 1, 1], 0.5), zero, zero, True, False),
    ("open chain, random en.", ring([1, 1, 1, 0]), rand_eps, zero, False, False),
]

print(f"U = {U} t, dt = {dt} /t, L = {L}, beta = {beta} /t, lambda = {lam:.5f}")
print("disordered bonds 12,23,34,41 (t):", bonds)
print("uniform Zeeman h (t):", hz[0], " random Zeeman h_i (t):", h_random)
print("staggered eps_i (t):", stag, " random eps_i (t):", rand_eps)
print("fields enumerated per case:", 16 ** L)
print("case | fields with D_up<0 | fields with W<0 | 1-<sign> | <N>")
worst_relation = worst_sum = 0.0
for name, T, eps, h, expect_negative, half in cases:
    up, dn = fock_traces(T, eps, h, 1), fock_traces(T, eps, h, -1)
    W = up * dn
    image = fock_traces(-P @ T @ P, -eps, h, 1)
    image = image * np.exp(-beta * np.sum(eps + h) - lam * field_sum)
    worst_relation = max(worst_relation, np.max(np.abs(image / dn - 1)))
    Z, N = many_body(T, eps, h)
    Z_fields = W.sum() * (0.5 * np.exp(-dt * U / 4)) ** (4 * L)
    worst_sum = max(worst_sum, abs(Z_fields / Z - 1))
    negative = int(np.sum(W < 0))
    loss = 1 - W.sum() / np.abs(W).sum()
    print(f"{name:23s}| {np.sum(up < 0):6d} | {negative:6d} | {loss:.3e} | {N:.5f}")
    if expect_negative is not None:
        assert (negative > 0) == expect_negative, name
    if half:
        assert abs(N - 4) < 1e-8, name
    if name == "uniform ring":
        assert np.any(up < 0)             # positivity of W is not trivial
    if name.startswith("open chain"):
        assert np.all(up > 0) and np.all(dn > 0)
# near-cancelling traces amplify rounding, hence the looser first tolerance
assert worst_relation < 1e-6
assert worst_sum < 1e-9
print(f"largest relative error, spin-down relation: {worst_relation:.1e}")
print(f"largest relative error, field sum against many-body trace: {worst_sum:.1e}")

# Determinant formula against the Fock trace on sampled fields
rng = np.random.default_rng(7)
traces = fock_traces(uniform, rand_eps, hz, 1)
worst_det = 0.0
for index in rng.integers(0, 16 ** L, 300):
    digits = [(index // 16 ** k) % 16 for k in (3, 2, 1, 0)]
    value = determinant(uniform, rand_eps, hz, 1, fields[digits])
    worst_det = max(worst_det, abs(value / traces[index] - 1))
assert worst_det < 1e-6
print(f"largest relative error, determinant against Fock trace: {worst_det:.1e}")

# How many slices are needed, staggered energies
for slices in (2, 3, 4):
    up = fock_traces(uniform, stag, zero, 1, slices)
    dn = fock_traces(uniform, stag, zero, -1, slices)
    count = int(np.sum(up * dn < 0))
    print(f"staggered, {slices} slices: W<0 for {count} of {16 ** slices} fields")
    if slices == 2:
        assert np.all(up > 0) and np.all(dn > 0)
    else:
        assert count > 0

# Explicit three-slice field favouring the pairs {1,2}, {2,3}, {1,3}
witness = np.array([[1, 1, -1, -1], [-1, 1, 1, -1], [1, -1, 1, -1]], dtype=float)
d_up = {}
minor = {}
for sign in (1, 0, -1):
    E = expm(-dt * one_body(uniform, sign * stag, zero, 1))
    m = [np.linalg.det(E[np.ix_(b, a)]) for a, b in
         (([0, 1], [1, 2]), ([1, 2], [0, 2]), ([0, 2], [0, 1]))]
    minor[sign] = m
    d_up[sign] = determinant(uniform, sign * stag, zero, 1, witness)
    lead = np.exp(6 * lam) * np.prod(m)
    print(f"witness, eps = {sign:+d}*staggered: M(12>23) = {m[0]:.5f}, "
          f"M(23>13) = {m[1]:.5f}, M(13>12) = {m[2]:.5f}")
    print(f"   leading term = {lead:.4e}, full D_up = {d_up[sign]:.4e}")
d_dn = determinant(uniform, stag, zero, -1, witness)
print(f"witness, staggered: D_dn = {d_dn:.4e}, W = {d_up[1] * d_dn:.4e}")
assert abs(minor[1][0] + minor[-1][0]) < 1e-12 and abs(minor[0][0]) < 1e-12
assert minor[1][0] < 0 and min(minor[1][1:] + minor[-1][1:]) > 0
assert d_up[1] < 0 < d_up[-1] and d_up[1] * d_dn < 0

# Ensembles: random site energies against random bonds with random Zeeman field
draws, bad_energy, bad_bond = 100, 0, 0
for _ in range(draws):
    e = rng.uniform(-1.5, 1.5, 4)
    e -= e.mean()
    W = fock_traces(uniform, e, zero, 1) * fock_traces(uniform, e, zero, -1)
    bad_energy += bool(np.any(W < 0))
    T, h = ring(rng.uniform(-1.5, 1.5, 4)), rng.uniform(-1.5, 1.5, 4)
    W = fock_traces(T, zero, h, 1) * fock_traces(T, zero, h, -1)
    bad_bond += bool(np.any(W < 0))
assert bad_energy > 0 and bad_bond == 0
print("draws: entries uniform in [-1.5, 1.5] t, site energies with mean removed")
print(f"random site energies: {bad_energy} of {draws} draws have some W<0")
print(f"random bonds and Zeeman fields: {bad_bond} of {draws} draws have some W<0")

# Size of the time-step error for the staggered case
H1 = one_body(uniform, stag, zero, 1)
hop = sum(H1[i, j] * ann[i].T @ ann[j] for i in range(4) for j in range(4))
H = np.kron(hop, np.eye(16)) + np.kron(np.eye(16), hop)
H += np.diag(U * ((occ - 0.5) @ (occ - 0.5).T).ravel())
Z_exact = np.exp(-beta * np.linalg.eigvalsh(H)).sum()
Z_step = many_body(uniform, stag, zero)[0]
print(f"staggered: ln Z with time step = {np.log(Z_step):.5f}, "
      f"without = {np.log(Z_exact):.5f}")
assert Z_step >= Z_exact * (1 - 1e-12)    # Golden-Thompson type inequality

print("done: every assertion held")
```

It prints:

```
U = 8.0 t, dt = 0.5 /t, L = 4, beta = 2.0 /t, lambda = 2.68854
disordered bonds 12,23,34,41 (t): [1.3, 0.6, 0.9, -0.7]
uniform Zeeman h (t): 0.8  random Zeeman h_i (t): [ 0.9 -0.4  0.2  0.7]
staggered eps_i (t): [ 1. -1.  1. -1.]  random eps_i (t): [ 1.5 -0.6  0.4 -1.3]
fields enumerated per case: 65536
case | fields with D_up<0 | fields with W<0 | 1-<sign> | <N>
uniform ring           |    512 |      0 | 0.000e+00 | 4.00000
disordered bonds       |    448 |      0 | 0.000e+00 | 4.00000
uniform Zeeman         |    576 |      0 | 0.000e+00 | 4.00000
bonds + Zeeman         |    496 |      0 | 0.000e+00 | 4.00000
bonds + random Zeeman  |    408 |      0 | 0.000e+00 | 4.00000
staggered energies     |    832 |   1408 | 3.770e-03 | 4.00000
random energies        |    992 |   1728 | 3.355e-03 | 3.99952
uniform energy +1      |    480 |    192 | 2.585e-06 | 3.98576
diagonal bond 0.5      |   1392 |   2144 | 1.521e-02 | 3.99856
open chain, random en. |      0 |      0 | 0.000e+00 | 3.99941
largest relative error, spin-down relation: 7.8e-12
largest relative error, field sum against many-body trace: 1.3e-15
largest relative error, determinant against Fock trace: 3.8e-10
staggered, 2 slices: W<0 for 0 of 256 fields
staggered, 3 slices: W<0 for 48 of 4096 fields
staggered, 4 slices: W<0 for 1408 of 65536 fields
witness, eps = +1*staggered: M(12>23) = -0.09666, M(23>13) = 0.37051, M(13>12) = 0.37051
   leading term = -1.3444e+05, full D_up = -8.8727e+04
witness, eps = +0*staggered: M(12>23) = 0.00000, M(23>13) = 0.58760, M(13>12) = 0.58760
   leading term = 0.0000e+00, full D_up = 1.2039e+05
witness, eps = -1*staggered: M(12>23) = 0.09666, M(23>13) = 1.00716, M(13>12) = 1.00716
   leading term = 9.9341e+05, full D_up = 1.5646e+06
witness, staggered: D_dn = 1.5646e+06, W = -1.3882e+11
draws: entries uniform in [-1.5, 1.5] t, site energies with mean removed
random site energies: 100 of 100 draws have some W<0
random bonds and Zeeman fields: 0 of 100 draws have some W<0
staggered: ln Z with time step = 21.75556, without = 20.17228
done: every assertion held
```
